\section*{Electronic energy of two nuclei near the united-atom limit}

Take one electron bound to a nucleus of charge 2, and split that nucleus into two unit charges that move apart by $R/2$ in opposite directions. Hartree atomic units are used throughout, and the nuclear repulsion $1/R$ is set aside. If the electron cloud stays as it was, the change of energy follows from electrostatics. For a nucleus of charge $Z$ the cloud is $n(r)=(Z^3/\pi)e^{-2Zr}$. Its potential, counted as positive, is
\begin{equation}
\phi(r)=\frac1r\left[1-(1+Zr)e^{-2Zr}\right].
\end{equation}
With $y=Zr$ and $e^{-2y}=1-2y+2y^2-\tfrac43y^3+\tfrac23y^4-\dots$, the product is $(1+y)e^{-2y}=1-y+\tfrac23y^3-\tfrac23y^4+\dots$. Hence
\begin{equation}
\phi(0)-\phi(r)=\tfrac23Z^3r^2(1-Zr+\dots).
\label{eq:hyd}
\end{equation}
Each unit charge loses attraction $\phi(0)-\phi(R/2)$. For $Z=2$ the two together raise the energy by $2\cdot\frac23\cdot8\cdot R^2/4=\frac83R^2$. The density at the nucleus is $n_0=8/\pi$, so this is also $\frac{2\pi}{3}n_0\cdot\frac12R^2$. The factor $\frac12$ is $Z_1Z_2/(Z_1+Z_2)$ for two unit charges.

The same law holds for many electrons. Let fixed point nuclei $Z_1$ and $Z_2$ be a distance $R$ apart, let $Z=Z_1+Z_2$, and let $E(R)$ be the nonrelativistic energy of $N$ electrons without the term $Z_1Z_2/R$. Suppose that at $R=0$ the level is an isolated bound level with $L=0$ and no spatial degeneracy. Spin degeneracy does no harm, because the Hamiltonian does not act on spin and one spin component can be followed. Let $n_0$ be the total electron density at the united nucleus. Then
\begin{equation}
E(R)-E(0)=\frac{2\pi}{3}\,n_0\,\frac{Z_1Z_2}{Z_1+Z_2}\,R^2+O(R^3).
\label{eq:main}
\end{equation}

Place the united nucleus at the origin and the separated nuclei at $\mathbf a_1$ and $\mathbf a_2$, on opposite sides of it, with
\begin{equation}
a_1=\frac{Z_2R}{Z},\qquad a_2=\frac{Z_1R}{Z}.
\end{equation}
Then $a_1+a_2=R$ and $Z_1\mathbf a_1+Z_2\mathbf a_2=0$: the origin is the centre of nuclear charge. Splitting the nucleus adds to the united-atom Hamiltonian $H_0$ the sum $\mathcal V=\sum_jV(\mathbf r_j)$, where
\begin{equation}
V(\mathbf r)=\frac Zr-\frac{Z_1}{|\mathbf r-\mathbf a_1|}-\frac{Z_2}{|\mathbf r-\mathbf a_2|}.
\label{eq:V}
\end{equation}
Since $\phi(\mathbf x)=\int n(\mathbf r)|\mathbf r-\mathbf x|^{-1}d^3r$, the mean of $\mathcal V$ in the united-atom state $\psi_0$ is
\begin{equation}
\langle\mathcal V\rangle=Z\phi(0)-Z_1\phi(\mathbf a_1)-Z_2\phi(\mathbf a_2)=\sum_{i=1,2}Z_i\left[\phi(0)-\phi(\mathbf a_i)\right].
\label{eq:first}
\end{equation}
An $L=0$ state has a spherical density. A shell of radius $r$ gives the potential $1/r$ per unit charge inside it and $1/a$ at a distance $a>r$. Shells with $r>a$ therefore cancel in the difference, and
\begin{equation}
\phi(0)-\phi(a)=4\pi\int_0^a n(r)\left(r-\frac{r^2}{a}\right)dr.
\label{eq:drop}
\end{equation}

The behaviour of $n$ near the nucleus is needed next. When one electron approaches the nucleus, the divergent terms of the Schr\"odinger equation must cancel. Write the spherical part of the wavefunction in that electron's position as $\psi_0(0)(1+br)$, the other electrons being held fixed. As $\nabla^2r=2/r$, the terms in $1/r$ are $-b/r-Z/r$, so $b=-Z$. Parts with higher angular momentum vanish at the nucleus and enter the spherical density at order $r^2$. Thus
\begin{equation}
n(r)=n_0(1-2Zr+\dots).
\label{eq:cusp}
\end{equation}
The constant part, put into (\ref{eq:drop}), gives $4\pi n_0(a^2/2-a^2/3)=\frac{2\pi}{3}n_0a^2$. The linear part gives $-8\pi Zn_0(a^3/3-a^3/4)=-\frac{2\pi}{3}Zn_0a^3$. Together,
\begin{equation}
\phi(0)-\phi(a)=\frac{2\pi}{3}n_0a^2(1-Za+\dots),
\label{eq:dropser}
\end{equation}
in agreement with (\ref{eq:hyd}). The two nuclei combine through
\begin{equation}
\sum_iZ_ia_i^2=\frac{Z_1Z_2^2+Z_2Z_1^2}{Z^2}R^2=\frac{Z_1Z_2}{Z}R^2,
\end{equation}
and $\langle\mathcal V\rangle$ has the leading term of (\ref{eq:main}).

It remains to show that relaxation of the cloud does not change the coefficient of $R^2$. The choice of origin matters here. With the united nucleus placed at nucleus 1, the first-order rise would be $\frac{2\pi}{3}n_0Z_2R^2$. This is too large by $\frac{2\pi}{3}n_0(Z_2^2/Z)R^2$, and relaxation in the long-range dipole field would have to remove the excess at the same order. At the charge centre that dipole is absent, and $V$ falls off as $R^2/r^3$.

Consider first the lowest level of its spin class. Taking $\psi_0$ as a trial function gives the upper bound $E(R)\le E(0)+\langle\mathcal V\rangle$. For a lower bound, write any normalized state as $c\psi_0+\chi$ with $\chi\perp\psi_0$ and $|c|^2+\|\chi\|^2=1$. Its energy above $E(0)+\langle\mathcal V\rangle$ is
\begin{equation}
\langle\chi|H_0-E(0)|\chi\rangle-\|\chi\|^2\langle\mathcal V\rangle
+2\,\mathrm{Re}\,c^*\langle\psi_0|\mathcal V|\chi\rangle+\langle\chi|\mathcal V|\chi\rangle .
\label{eq:excess}
\end{equation}
Let $u^2=\|\chi\|^2+\sum_j\|\nabla_j\chi\|^2$. The first term is at least $\kappa u^2$ for some $\kappa>0$. Indeed, it is at least $\Delta\|\chi\|^2$, where $\Delta$ is the gap to the next level. Also $H_0\ge\frac12T-NZ^2$, where $T$ is the kinetic energy, because the electron repulsion is positive and $-\frac14\nabla^2-Z/r$ has lowest eigenvalue $-Z^2$. A weighted mean of these two bounds, with a small enough weight on the second, leaves positive multiples of both $\|\chi\|^2$ and $T$.

The terms with $\mathcal V$ are controlled by scaling. From (\ref{eq:V}), $V(\mathbf r)=R^{-1}v(\mathbf r/R)$ with $v$ independent of $R$, so that
\begin{equation}
\|V\|_q=\left(\int|V|^qd^3r\right)^{1/q}=R^{-1+3/q}\|v\|_q .
\end{equation}
The norm $\|v\|_q$ is finite for $1<q<3$, since $v$ diverges as the inverse distance at the charges and decays as the inverse cube. Hence $\|V\|_{6/5}\propto R^{3/2}$ and $\|V\|_{3/2}\propto R$. Let $h^2$ be the one-electron density of $\chi$. The Cauchy--Schwarz inequality gives $\|\nabla h\|_2\le u$, and the Sobolev inequality gives $\|h\|_6\le Su$ with a numerical constant $S$. In the region near the nucleus, where $n\le n_{\max}$, the Cauchy--Schwarz and H\"older inequalities give
\begin{equation}
\int|V|\sqrt n\,h\,d^3r\le\sqrt{n_{\max}}\,\|V\|_{6/5}\|h\|_6,\qquad
\int|V|h^2d^3r\le\|V\|_{3/2}\|h\|_6^2 .
\end{equation}
The first integral bounds the mixed term in (\ref{eq:excess}) and the second bounds the last term. Outside that region $V$ itself is $O(R^2)$ and adds at most $O(R^2)u$ to the mixed term. For small $R$ the expression (\ref{eq:excess}) is therefore at least
\begin{equation}
\frac\kappa2u^2-CR^{3/2}u\ \ge\ -\frac{C^2}{2\kappa}R^3,
\end{equation}
with $C$ independent of $R$; the last step completes the square. Relaxation lowers the energy by $O(R^3)$ at most, and (\ref{eq:main}) is established for this level.

For an isolated excited level, eliminate the component $\chi$ orthogonal to $\psi_0$. The energy shift beyond $\langle\mathcal V\rangle$ is $\langle\psi_0|\mathcal VQ(E-QHQ)^{-1}Q\mathcal V|\psi_0\rangle$, where $H=H_0+\mathcal V$ and $Q$ projects out $\psi_0$. The gap on both sides of the level makes the inverse bounded with respect to the norm $u$, and the perturbation, of relative size $O(R)$, cannot destroy this. The two factors $\mathcal V\psi_0$ again supply $R^{3/2}$ each.

The relaxation energy can be found at order $R^3$, which shows how small $R$ must be. At distances of order $R$ from the nuclei the kinetic term in the first-order equation, of order $R^{-2}$, outweighs the Coulomb terms, of order $R^{-1}$. For the electron near the nuclei the equation becomes
\begin{equation}
\tfrac12\nabla^2\psi_1=V\psi_0(0).
\end{equation}
Because $\nabla^2|\mathbf r-\mathbf c|=2/|\mathbf r-\mathbf c|$, its solution is
\begin{equation}
\psi_1=\psi_0(0)W,\qquad W=Zr-Z_1|\mathbf r-\mathbf a_1|-Z_2|\mathbf r-\mathbf a_2|.
\end{equation}
$W$ decays as $1/r$, since the total charge and the dipole of the set $Z,-Z_1,-Z_2$ vanish. Integration over the other electrons and summation over $j$ turn $|\psi_0(0)|^2$ into $n_0$, and the second-order energy is $E_2=n_0\int VW\,d^3r$.

To evaluate it, call the three charges $q_k$ and their positions $\mathbf c_k$, and let $F=\frac1{12}\sum_kq_k|\mathbf r-\mathbf c_k|^3$. As $\nabla^2r^3=12r$, $\nabla^2F=W$. Green's theorem moves the Laplacian onto $V$, for which $\nabla^2V=-4\pi\sum_jq_j\delta(\mathbf r-\mathbf c_j)$. The surface terms vanish because $F$ grows as $r$ while $V$ falls as $r^{-3}$. Thus
\begin{align}
\int VW\,d^3r&=-4\pi\sum_jq_jF(\mathbf c_j)
=-\frac\pi3\sum_{j,k}q_jq_k|\mathbf c_j-\mathbf c_k|^3\nonumber\\
&=-\frac{2\pi}{3}\Big[Z_1Z_2R^3-Z\sum_iZ_ia_i^3\Big].
\label{eq:relax}
\end{align}
Each pair occurs twice in the double sum, which gives the factor 2. Inserting $a_1$ and $a_2$ turns the bracket into $2Z_1^2Z_2^2R^3/Z^2$, so $E_2$ is negative, as relaxation of a ground state must be. The first-order cubic term from (\ref{eq:dropser}) is $-\frac{2\pi}{3}n_0Z\sum_iZ_ia_i^3$. It cancels the second part of the bracket, and the total is
\begin{equation}
E(R)-E(0)=\frac{2\pi}{3}n_0\frac{Z_1Z_2}{Z}R^2\left[1-ZR+\dots\right].
\label{eq:cubic}
\end{equation}
Terms in which $V$ acts on two different electrons involve two integrals of $V$ over smooth functions. Each is $O(R^2)$, so these terms are $O(R^4)$. The cubic term rests on this leading-order estimate, without the error bound obtained for the quadratic one. The condition for using (\ref{eq:main}) is $ZR\ll1$: the separation must be small beside the 1s radius of the united atom.

Two computed cases test these statements. For one electron the two-centre problem separates in spheroidal coordinates. With charges $(1,1)$, $(1,3)$ and $(1,32)$ the rise at $ZR=0.01$ is 0.990 of the leading formula. Extrapolation to $R=0$ gives 0.9999, and the extrapolated coefficient of $-ZR$ is 1.000. For the first two pairs the relaxation energy was separated out and is 0.998 of its cubic formula. The second case has two correlated electrons in the field of charges 1 and 3 at $R=0.02$, treated in a finite Gaussian basis. There $n_0=34.36$, and the rise of 0.01994 hartree is 0.924 of the leading formula, against $1-ZR=0.920$. The finite basis makes $n_0$ about 0.1\% too low, which changes the ratio by 0.001.

The limits of (\ref{eq:main}) are easily read. If $Z_1\ll Z_2$, the factor $Z_1Z_2/Z$ tends to $Z_1$: a light nucleus moves in the nearly fixed cloud of a heavy atom and feels the harmonic potential of a uniform charge density $n_0$. At fixed $Z$, $n_0$ and $R$ the rise is largest for equal charges, where the factor is $Z/4$.

The law also constrains interatomic potentials. If the electrons follow the nuclei adiabatically, the interaction energy is $U(R)=Z_1Z_2/R+E(R)-E(\infty)$. Let $D=E(\infty)-E(0)$, and define the screening function by $U=(Z_1Z_2/R)\Phi(R)$. Multiplication of $U$ by $R/(Z_1Z_2)$ gives
\begin{equation}
\Phi(R)=1-\frac{D}{Z_1Z_2}R+\frac{2\pi n_0}{3Z}R^3+O(R^4).
\end{equation}
There is no term in $R^2$. A screening function of the form $\sum_ic_ie^{-b_iR}$ with positive $c_i$ and $b_i$ has the quadratic coefficient $\frac12\sum_ic_ib_i^2>0$, and so cannot have the right form in this limit, however well it may serve at larger $R$.

The assumption $L=0$ is essential. Far from the nuclei, $V\simeq-(Z_1Z_2R^2/Z)P_2(\cos\theta)/r^3$, with $\theta$ measured from the internuclear axis. Its average over a spherical density vanishes. A p electron with $m=0$ has $\langle P_2\rangle=\frac25$ and adds $-\frac25(Z_1Z_2R^2/Z)\langle r^{-3}\rangle$, which is also of order $R^2$. If the S level is degenerate with another level, the gap $\Delta$ is zero and the relaxation bound is lost.

For a real case, consider hydrogen implanted in germanium, as in layer transfer, where beam energies are roughly of order 100 keV. Take a nearly head-on hit that reaches $R=0.25$ pm, or 0.004724 bohr. This is far closer than a typical encounter along the ion's path and was chosen to bring the pair near the united-atom regime. With 33 electrons retained, the united atom is arsenic, whose ground level is $^4$S. Restricted open-shell Hartree--Fock theory, nonrelativistic and without correlation, gives $n_0=24676$ bohr$^{-3}$ in a large Gaussian basis. For a one-electron ion of the same nuclear charge this basis gives 0.999 of the exact density at the nucleus, and the arsenic value is likewise about 0.1\% too low, or some 25 bohr$^{-3}$. Correcting it would raise the leading rise below by 0.03 eV, from 30.4 to 30.5 eV as rounded, and would leave the first-order energy unchanged at the digits shown. The 1s shell supplies 90\% of $n_0$ and the 2s shell 9\%. With $Z_1Z_2/Z=32/33=0.9697$,
\begin{equation}
\frac{2\pi}{3}(24676)(0.9697)(0.004724)^2=1.12\ \text{hartree}=30.4\ \text{eV}.
\end{equation}

Here $ZR=0.156$, so the correction is visible. The factor $1-ZR$ lowers the rise to 25.7 eV. The one-electron problem with the same charges and separation gives a factor of 0.857 with all powers of $R$ included; applied to arsenic, this yields 26.1 eV. The first-order energy from the full Hartree--Fock density is 26.4 eV. By (\ref{eq:relax}), relaxation should lower it by the fraction $2Z_1Z_2R/Z=0.009$ of the leading rise, or 0.3 eV, which accounts for nearly all of the difference. The nonrelativistic value is thus about 26 eV.

Of the neglected effects estimated here, relativity is the largest. For a 1s electron in the bare field of a point charge 33, the Dirac density raises the first-order energy by 20\% at this separation. If the whole rise scaled in this way it would be about 31 eV. The Dirac density also diverges weakly at a point nucleus, as $r^{2\gamma-2}$ with $\gamma=\sqrt{1-(Z\alpha)^2}$, where $\alpha$ is the fine-structure constant. By (\ref{eq:drop}) the first-order law then becomes $R^{2\gamma}$, and $n_0$ loses its strict meaning. The germanium nucleus has a radius of roughly 0.005 pm, one fiftieth of $R$, so treating it as a point is reasonable here.

The bare nuclear repulsion at this separation is 184.3 keV. Bringing the nuclei together lowers the electronic energy by slightly less than 4.4 keV, the potential $\phi(0)$ of the arsenic cloud acting on the one unit of charge added to germanium. This is an upper estimate, because the cloud relaxes when that charge is taken away. After conversion from the centre-of-mass to the laboratory frame, the required beam energy lies between 182 and 183 keV; the relaxed drop, about 4.3 keV, raises it by only 0.1 keV over the estimate with $\phi(0)$. The electronic rise, taken from the leading formula, is $1.7\times10^{-4}$ of the bare repulsion: it has little effect on the ion's path, and its use is to fix the short-range form of a potential.

At 182 keV the proton moves at 2.7 atomic units before the collision, 0.08 of the 1s speed $Z=33$, so on the scale of the 1s radius adiabatic following is a fair estimate for the shell that dominates $n_0$. Close to the turning point the nuclear motion changes about as fast as that shell can respond, so the cloud may not keep its centre at the charge centre. If it stayed centred on germanium, the first-order rise would be larger by roughly 0.6 eV, as estimated with a 1s density. The relaxation energy of about 0.3 eV comes mostly from distances of order $R$, where the response time is of order $R^2$, and can be followed. Adiabatic following is not justified for the valence electrons, whose speeds are of order one, but the 4s shell supplies 0.1\% of $n_0$. A fast proton may also arrive without its electron, so that one 4p electron is missing and the united ion is no longer in an S state. With $\langle r^{-3}\rangle=6.95$ bohr$^{-3}$ for the 4p shell (about 0.01 below the basis limit), the quadrupole energy of one such electron is $5\times10^{-5}$ of the leading rise. The S-state condition, essential in principle, is here broken at negligible cost. The numerical output lists the values used.

\section*{Table of computed values}
\begin{verbatim}
One-electron tests, rise divided by leading formula
Z1=1, Z2=1: ratio at ZR=0.01: 0.99003; limit R->0: 0.99994; cubic factor: 1.000
  relaxation energy / its R^3 formula: 0.998
Z1=1, Z2=3: ratio at ZR=0.01: 0.99003; limit R->0: 0.99993; cubic factor: 1.000
  relaxation energy / its R^3 formula: 0.998
Z1=1, Z2=32: ratio at ZR=0.01: 0.99006; limit R->0: 0.99989; cubic factor: 1.000
Two correlated electrons, Z1=1, Z2=3, R=0.02 bohr
n0 = 34.36 bohr^-3; rise = 0.01994 hartree
rise / leading formula = 0.9239; 1-ZR = 0.9200
one-electron rise, Gaussian basis / spheroidal = 1.0001
Arsenic united atom, nonrelativistic ROHF
energy = -2234.206 hartree; n0 = 24676 bohr^-3
shares of n0 from 1s, 2s, 3s, 4s = 89.83, 8.74, 1.33, 0.10 %
basis test, one-electron n0 / exact = 0.9990
potential drop / quadratic formula at 0.001 bohr = 0.9686
cusp prediction for that ratio = 0.9670
Example: H on Ge, 33 electrons
Z1 = 1; Z2 = 32; R = 0.25 pm = 0.004724 bohr
ZR = 0.1559; Z1*Z2/Z = 0.9697
leading rise = 1.1185 hartree = 30.44 eV
rise with factor 1-ZR = 25.69 eV
first-order rise, full ROHF density = 26.38 eV
one-electron full rise / leading at this R = 0.8572
leading rise times that ratio = 26.09 eV
bare nuclear repulsion = 184.3 keV
leading rise / bare repulsion = 1.65e-04
electronic energy drop on uniting, estimate phi(0) = 4.41 keV
rough head-on beam energy = 182 keV
Neglected effects
relativistic / nonrelativistic first-order 1s rise = 1.202
rough Ge nuclear radius = 0.0050 pm
beam speed = 2.70 a.u.; divided by 1s speed Z = 0.082
4p mean inverse cube radius = 6.95 bohr^-3
missing 4p electron: quadrupole energy / rise = 5.4e-05
\end{verbatim}
